# Voltage Step from Trap Emission at Constant Capacitance in Silicon: test program

```python
# Result under test: at constant capacitance (constant depletion width W),
# emission of n_t electrons per volume from traps in 0 < x < W of an n-type
# silicon Schottky diode raises the reverse bias by q*n_t*W^2/(2*eps).
# If only x1 < x < x2 is emptied: q*n_t*(x2^2 - x1^2)/(2*eps).
# x: distance from the contact; N: net fixed positive density, traps filled;
# eps: permittivity; lam: strip at the depletion edge where traps stay filled.
# SI units inside the program; engineering units in the printed lines.
import numpy as np
from scipy.constants import e as q, k as kB, epsilon_0, hbar, m_e
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

eps_r = 11.7
eps = eps_r * epsilon_0
W = 1e-6
n_t = 1e19
N = 5e21
T = 220.0
trap_depth = 0.45       # eV below conduction band, rough typical value
barrier = 0.80          # eV, rough typical Schottky barrier
kT = kB * T / q         # thermal energy in eV, also thermal voltage in V


def step_formula(density, x1, x2):
    return q * density * (x2**2 - x1**2) / (2 * eps)


ideal = step_formula(n_t, 0.0, W)

# Test 1: integrate charge to field and field to voltage, before and after.
xs = np.linspace(0, W, 4001)


def bending_by_integration(density):
    rho = np.full_like(xs, q * density)
    charge = cumulative_trapezoid(rho, xs, initial=0)
    field = (charge[-1] - charge) / eps
    return np.trapezoid(field, xs) if hasattr(np, "trapezoid") else np.trapz(field, xs)


integrated = bending_by_integration(N + n_t) - bending_by_integration(N)
assert abs(integrated / ideal - 1) < 1e-6
assert abs(ideal * 1e3 - 7.7) < 0.05

# Bulk Fermi level: Boltzmann formula against the full Fermi integral.
m_dos = 1.08 * m_e
Nc = 2 * (m_dos * kB * T / (2 * np.pi * hbar**2))**1.5
fermi_depth = kT * np.log(Nc / N)


def electron_density(depth):
    prefactor = (2 * m_dos / hbar**2)**1.5 / (2 * np.pi**2) * (kB * T)**1.5
    # y = s^2 removes the square-root edge of the density of states
    val = quad(lambda s: 2 * s * s / (np.exp(s * s + depth / kT) + 1), 0, 7)[0]
    return prefactor * val


density_ratio = electron_density(fermi_depth) / N
assert abs(density_ratio - 1) < 2e-3

# Diode quantities in the abrupt-edge picture.
bending = q * N * W**2 / (2 * eps)
built_in = barrier - fermi_depth
reverse_bias = bending - built_in
max_field = q * N * W / eps
D = trap_depth - fermi_depth
lam = np.sqrt(2 * eps * D / (q * N))
W_pulse = np.sqrt(2 * eps * built_in / (q * N))
x_low, x_high = W_pulse - lam, W - lam
assert 0 < x_low < x_high < W
real_step = step_formula(n_t, x_low, x_high)

# Nonlinear Poisson equation with mobile electrons; lengths in nm,
# bending phi in units of kT/q, electrons N*exp(-phi).
h = 1.0
nodes = np.arange(0, 1801) * h
L_D = np.sqrt(eps * kT / (q * N)) * 1e9
W_nm = W * 1e9


def emptied(x1, x2, ratio):
    shape = ((nodes > x1) & (nodes < x2)).astype(float)
    shape[(nodes == x1) | (nodes == x2)] = 0.5
    return ratio * shape


def solve_bending(v, extra):
    phi = v * np.clip(1 - nodes / W_nm, 0, None)**2
    phi[0], phi[-1] = v, 0.0
    for _ in range(80):
        mobile = np.exp(-phi[1:-1])
        residual = (phi[2:] - 2 * phi[1:-1] + phi[:-2]) / h**2
        residual -= (1 + extra[1:-1] - mobile) / L_D**2
        band = np.full((3, len(mobile)), 1 / h**2)
        band[1] = -2 / h**2 - mobile / L_D**2
        change = solve_banded((1, 1), band, -residual)
        phi[1:-1] += change
        if np.max(np.abs(change)) < 1e-7:
            return phi
    raise AssertionError("Poisson solution did not converge")


def capacitance_width(v, extra):
    # response to a small voltage with the traps frozen; returns eps*A/C in nm
    mobile = np.exp(-solve_bending(v, extra)[1:-1])
    band = np.full((3, len(mobile)), 1 / h**2)
    band[1] = -2 / h**2 - mobile / L_D**2
    rhs = np.zeros(len(mobile))
    rhs[0] = -1 / h**2
    u = solve_banded((1, 1), band, rhs)
    return h / (1 - u[0])


def voltage_at_fixed_C(extra):
    v0 = W_nm**2 / (2 * L_D**2)
    root = brentq(lambda v: capacitance_width(v, extra) - W_nm,
                  0.6 * v0, 1.6 * v0, xtol=1e-8)
    return root


v_before = voltage_at_fixed_C(np.zeros_like(nodes))

# Test 2: partial-layer formula, small and large trap densities.
lo_nm, hi_nm = round(x_low * 1e9), round(x_high * 1e9)
worst = 0.0
for a, b, ratio in [(0, 400, n_t / N), (0, hi_nm, n_t / N),
                    (lo_nm, hi_nm, n_t / N), (0, hi_nm, 0.3)]:
    v_after = voltage_at_fixed_C(emptied(a, b, ratio))
    numeric = (v_after - v_before) * kT
    expected = step_formula(ratio * N, a * 1e-9, b * 1e-9)
    worst = max(worst, abs(numeric / expected - 1))
assert worst < 2e-3

# Emission right up to W, where the edge is softened by mobile electrons.
# The correction is of first order in L_D/W, hence the bound below.
soft_step = (voltage_at_fixed_C(emptied(0, W_nm, n_t / N)) - v_before) * kT
soft_change = soft_step / ideal - 1
assert abs(soft_change) < 2 * L_D / W_nm

# Strip of filled traps: where the solved bending equals D.
# The abrupt-edge formula leaves out a thermal term of relative size kT/(2D).
phi_before = solve_bending(v_before, np.zeros_like(nodes))
crossing = np.interp(-D / kT, -phi_before, nodes)
lam_solved = W_nm - crossing
assert abs(lam_solved / (lam * 1e9) - 1) < kT / D

# Neglected effects for these numbers.
donor_depth = 0.045     # eV, rough value for phosphorus
n1 = Nc / 2 * np.exp(-donor_depth / kT)
n_free = 2 * N / (1 + np.sqrt(1 + 4 * N / n1))
neutral_donors = 1 - n_free / N
# Impact ionization by electrons, rough room-temperature coefficients.
ion_a, ion_b = 7e7, 1.2e8   # 1/m and V/m
ionization = quad(lambda x: ion_a * np.exp(-ion_b / (max_field * (1 - x / W)))
                  if x < W else 0.0, 0, W)[0]
assert ionization < 1e-3
# Tunnelling through the triangular barrier, light transverse mass.
m_tunnel = 0.19 * m_e
K = 4 * np.sqrt(2 * m_tunnel) * (kB * T)**1.5 / (3 * hbar * q * max_field)
full_exponent = K * (trap_depth / kT)**1.5
length = trap_depth / max_field
wkb = quad(lambda x: 2 * np.sqrt(2 * m_tunnel * q *
           max(trap_depth - max_field * x, 0.0)) / hbar, 0, length)[0]
assert abs(wkb / full_exponent - 1) < 1e-5
# Electron lifted thermally to z*kT below the band edge, then tunnelling.
rate_factor = 1 + quad(lambda z: np.exp(z - K * z**1.5), 0, trap_depth / kT)[0]
step_low_eps = ideal * eps_r / 11.5

print(f"relative permittivity: {eps_r:.1f}")
print(f"permittivity: {eps * 1e-2:.4e} F/cm")
print(f"elementary charge: {q:.4e} C")
print(f"depletion width W: {W * 1e6:.2f} um")
print(f"emitted electron density n_t: {n_t * 1e-6:.1e} cm^-3")
print(f"IDEAL VOLTAGE STEP: {ideal * 1e3:.3f} mV")
print(f"same, by double integration: {integrated * 1e3:.3f} mV")
print(f"net density N: {N * 1e-6:.1e} cm^-3")
print(f"ratio n_t/N: {n_t / N:.4f}")
print(f"temperature: {T:.0f} K")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"total bending voltage: {bending:.3f} V")
print(f"trap depth below conduction band: {trap_depth:.2f} eV")
print(f"Schottky barrier: {barrier:.2f} eV")
print(f"effective density of states Nc: {Nc * 1e-6:.3e} cm^-3")
print(f"Fermi level below conduction band: {fermi_depth:.3f} eV")
print(f"built-in voltage: {built_in:.3f} V")
print(f"reverse bias: {reverse_bias:.3f} V")
print(f"largest field: {max_field * 1e-8:.4f} MV/cm")
print(f"D = E_F - E_t in bulk: {D:.3f} eV")
print(f"filled edge strip lambda, formula: {lam * 1e6:.3f} um")
print(f"filled edge strip, Poisson solution: {lam_solved * 1e-3:.3f} um")
print(f"zero-bias depletion width W_p: {W_pulse * 1e6:.3f} um")
print(f"emptied region starts at x1: {x_low * 1e6:.3f} um")
print(f"emptied region ends at x2: {x_high * 1e6:.3f} um")
print(f"step with edge strip only: {step_formula(n_t, 0, x_high) * 1e3:.3f} mV")
print(f"REAL-DIODE STEP, both limits: {real_step * 1e3:.3f} mV")
print(f"real-diode step / ideal step: {real_step / ideal:.3f}")
print(f"largest error of partial-layer formula: {worst * 100:.4f} %")
print(f"largest trap ratio tested: {0.3:.1f} of N")
print(f"Debye length: {L_D:.1f} nm")
print(f"step with soft edge, emptied up to W: {soft_step * 1e3:.3f} mV")
print(f"change due to soft edge: {soft_change * 100:.2f} %")
print(f"degeneracy error in electron density: {(density_ratio - 1) * 100:.4f} %")
print(f"neutral donors in bulk: {neutral_donors * 100:.2f} %")
print(f"impact ionizations per crossing electron: {ionization:.1e}")
print(f"direct tunnelling exponent: {full_exponent:.0f}")
print(f"emission rate factor at largest field: {rate_factor:.2f}")
print(f"ideal step if relative permittivity is 11.5: {step_low_eps * 1e3:.3f} mV")
print("all good")
```

Printed output:

```
relative permittivity: 11.7
permittivity: 1.0359e-12 F/cm
elementary charge: 1.6022e-19 C
depletion width W: 1.00 um
emitted electron density n_t: 1.0e+13 cm^-3
IDEAL VOLTAGE STEP: 7.733 mV
same, by double integration: 7.733 mV
net density N: 5.0e+15 cm^-3
ratio n_t/N: 0.0020
temperature: 220 K
thermal energy kT: 0.01896 eV
total bending voltage: 3.866 V
trap depth below conduction band: 0.45 eV
Schottky barrier: 0.80 eV
effective density of states Nc: 1.769e+19 cm^-3
Fermi level below conduction band: 0.155 eV
built-in voltage: 0.645 V
reverse bias: 3.221 V
largest field: 0.0773 MV/cm
D = E_F - E_t in bulk: 0.295 eV
filled edge strip lambda, formula: 0.276 um
filled edge strip, Poisson solution: 0.267 um
zero-bias depletion width W_p: 0.408 um
emptied region starts at x1: 0.132 um
emptied region ends at x2: 0.724 um
step with edge strip only: 4.051 mV
REAL-DIODE STEP, both limits: 3.915 mV
real-diode step / ideal step: 0.506
largest error of partial-layer formula: 0.0000 %
largest trap ratio tested: 0.3 of N
Debye length: 49.5 nm
step with soft edge, emptied up to W: 7.301 mV
change due to soft edge: -5.59 %
degeneracy error in electron density: -0.0100 %
neutral donors in bulk: 0.60 %
impact ionizations per crossing electron: 7.3e-07
direct tunnelling exponent: 116
emission rate factor at largest field: 3.12
ideal step if relative permittivity is 11.5: 7.867 mV
all good
```
